# Frequency-grid settings for the Kohn-Sham response of solids

A model crystal with 24000 electronic transitions has its response calculated at 601 frequencies. Summing over all transitions at every frequency takes 0.41 s. If the transitions are first collected on 1201 energy nodes, the same job takes 0.03 s. The largest change in the spectrum is 0.5% of its largest value, yet the f-sum agrees to all eight printed decimals. Why is one quantity untouched while the other moves, and how should the node spacing, the broadening and the top of the grid be set?

## What is being computed

In time-dependent density functional theory the Kohn-Sham response $\chi_s$ gives the density change of independent electrons in a changing effective potential. We use Hartree atomic units and one dimension. In three dimensions, products of momenta become scalar products and the length $L$ becomes a volume. With $z=\omega+i\eta$, $\eta>0$, and $Q=q+G$, $Q'=q+G'$,

$$\chi_s(G,G';\omega)=\frac2L\sum_{k,n,m}\frac{(f_{nk}-f_{m,k+q})\,\rho_{nm}(G)\rho^*_{nm}(G')}{z+\varepsilon_{nk}-\varepsilon_{m,k+q}},$$

$$\rho_{nm}(G)=\langle nk|e^{-iQx}|m,k+q\rangle .$$

The occupations $f$ are 0 or 1, and the 2 counts spin. We assume an insulator at zero temperature with time-reversal symmetry.

A term with $n$ filled and $m$ empty has the denominator $z-w$, where $w=\varepsilon_{m,k+q}-\varepsilon_{nk}>0$. A term with $n$ empty and $m$ filled has a minus sign from the occupations and the denominator $z+w$, where $w$ now stands for the positive difference $\varepsilon_{nk}-\varepsilon_{m,k+q}$. Time reversal gives $\psi_{n,-k}=\psi^*_{nk}$, so

$$\langle nk|e^{-iQx}|m,k+q\rangle=\langle m,-k-q|e^{-iQx}|n,-k\rangle .$$

Each term of the second kind therefore has a partner of the first kind with the same energy and the same product of matrix elements. Labelling the filled-to-empty transitions by $t$,

$$\chi_s(\omega)=\sum_t W_tK(z,w_t),\qquad W_t=\frac2L\rho_t\rho_t^\dagger,$$

$$K(z,w)=\frac1{z-w}-\frac1{z+w}=\frac{2w}{z^2-w^2}.$$

Without time-reversal symmetry the two kinds of term need separate weights.

Define the spectral function $S(w)=\sum_tW_t\,\delta(w-w_t)$. Then $\chi_s(\omega)=\int S(w)K(z,w)\,dw$, a Hilbert transform with broadening $\eta$. The frequency enters through $K$ alone, so $S$ can be built once and used for every frequency.

## What the grid does to a transition

Let $w_t$ lie between neighbouring nodes $a$ and $b$, with $D=b-a$. Linear sharing gives the fraction $(b-w_t)/D$ of $W_t$ to $a$ and $(w_t-a)/D$ to $b$. Adding all shares at node $w_j$ gives a matrix $S_j$, and the response becomes $\sum_jS_jK(z,w_j)$. Each $S_j$ is a sum of positive semidefinite matrices with non-negative factors, so it is positive semidefinite too.

The fractions add to one, which preserves the total weight. Their mean energy is

$$\frac{(b-w_t)a+(w_t-a)b}{D}=\frac{w_t(b-a)}D=w_t .$$

Hence $\sum_jw_jS_j=\sum_tw_tW_t$ on any grid, uniform or not, that covers all transitions. Nearest-node binning, which moves the whole weight to one node, preserves the total weight but in general not this first moment.

## Why the first moment is the f-sum

For $|z|$ far above all transitions, $K\to2w/z^2$ and $\chi_s\to F/\omega^2$ with $F=2\sum_tw_tW_t$. To find $F$, first extend the sum over empty states $m$ to all states. The added pairs of filled states cancel: time reversal matches each pair with one that has the same matrix elements and the opposite energy difference. Completeness then gives, for each filled state,

$$\sum_m(\varepsilon_m-\varepsilon_n)\rho_{nm}(G)\rho^*_{nm}(G')=\langle n|e^{-iQx}(H-\varepsilon_n)e^{iQ'x}|n\rangle .$$

A local potential commutes with the exponential, and $p\,e^{iQ'x}=e^{iQ'x}(p+Q')$. With $H=p^2/2+V$ the right side is therefore

$$\frac{Q'^2}2\langle e^{-igx}\rangle+Q'\langle e^{-igx}p\rangle,\qquad g=G-G'=Q-Q'.$$

In the sum over filled states we average the last term over $k$ and $-k$. Since $\psi^*(-i\partial_x)\psi+\psi(-i\partial_x)\psi^*=-i\partial_x|\psi|^2$, integration by parts turns $\langle e^{-igx}p\rangle$ into $\tfrac g2\langle e^{-igx}\rangle$. The prefactor becomes

$$\frac{Q'^2}2+\frac{Q'(Q-Q')}2=\frac{QQ'}2 .$$

Multiplying by $2/L$, and by the 2 in $F$, and writing $n(g)=\frac2L\sum_{nk}f_{nk}\langle e^{-igx}\rangle$ for the density component,

$$F(G,G')=(q+G)(q+G')\,n(G-G').$$

This needs a local potential and a complete set of states. Linear sharing preserves whatever $F$ the supplied transitions have. If empty bands are missing, it preserves the deficient value.

The same sum can be read from the absorption part. With $\ell(x)=\eta/(x^2+\eta^2)$, one transition of unit weight has $-\mathrm{Im}\,K=\ell(\omega-w)-\ell(\omega+w)$. Its product with $\omega$ is even, and $\omega\to-\omega$ maps the second part onto the first, so

$$-\int_0^R\omega\,\mathrm{Im}K\,d\omega=\int_{-R}^{R}\omega\,\ell(\omega-w)\,d\omega .$$

Put $\omega=w+x$. For $R\gg w,\eta$, the part with $w$ gives $w(\pi-2\eta/R)$ and the part with $x$ gives

$$\frac\eta2\ln\frac{(R-w)^2+\eta^2}{(R+w)^2+\eta^2}\approx-\frac{2\eta w}R .$$

The result is $\pi w[1-4\eta/(\pi R)]$. The full integral is $\pi w$ for any $\eta$, but a finite window misses part of the Lorentzian tail. For $w=0.7$ Ha, $\eta=0.05$ Ha and $R=50$ Ha, adaptive quadrature finds a missing fraction of 0.00127, as the formula does. A small deficit of this kind is no sign of lost transitions.

## The error of a single line

Linear sharing replaces $K(z,w_t)$ by a straight-line interpolation in $w$ between the nodes. For the resonant part $1/(z-w)$ the interpolant is

$$\frac{(b-w)(z-b)+(w-a)(z-a)}{D(z-a)(z-b)}=\frac{z+w-a-b}{(z-a)(z-b)} .$$

Subtract $1/(z-w)$ and use a common denominator. The numerator is

$$(z+w-a-b)(z-w)-(z-a)(z-b)=(w-a)(b-w).$$

The other part, $-1/(z+w)$, is the resonant form with $z$ replaced by $-z$. The complete error is

$$(w-a)(b-w)\left[\frac1{(z-a)(z-b)(z-w)}-\frac1{(z+a)(z+b)(z+w)}\right].$$

Since $(w-a)(b-w)\le D^2/4$ and each resonant factor is at least $\eta$ in size, the resonant error is at most $D^2/(4\eta^3)$. It is second order in $D$ at fixed $\eta$; reducing $\eta$ at fixed $D$ makes matters worse.

A useful case is a line in the middle of its bin, observed on resonance. Then $z-w=i\eta$, while $|z-a|=|z-b|=\sqrt{\eta^2+D^2/4}$. Neglecting the antiresonant part and dividing by the peak height $1/\eta$,

$$r_{\rm linear}=\frac{x}{1+x},\qquad x=\left(\frac D{2\eta}\right)^2 .$$

For nearest-node binning the error is $1/(z-a)-1/(z-w)=(a-w)/[(z-a)(z-w)]$, which gives $r_{\rm nearest}=\sqrt{x/(1+x)}$. Linear sharing splits the line into two halves around the right energy; nearest-node binning shifts it. For a line at 1 Ha:

| $D/\eta$ | linear | nearest |
|---|---|---|
| 1 | 20% | 45% |
| 0.5 | 5.9% | 24% |
| 0.25 | 1.5% | 12% |

If a relative error $r\ll1$ is acceptable here, then $x\approx r$ and $D\approx2\eta\sqrt r$. One percent calls for $D=\eta/5$.

## The error of a dense continuum

When many transitions fill each bin evenly, their errors average. For small $D$ the linear error is $\tfrac12(w-a)(b-w)\,\partial_w^2K$, and the mean of $(w-a)(b-w)$ over a bin is $D^2/6$. As $K$ depends on $\omega-w$ and $\omega+w$, $\partial_w^2K=\partial_\omega^2K$. Hence

$$\delta\chi_{\rm linear}\approx\frac{D^2}{12}\frac{d^2\chi_s}{d\omega^2}.$$

For nearest-node binning let $\delta$ be the distance of a transition above its node. The error is $-\delta\,\partial_wK+\tfrac12\delta^2\partial_w^2K$. The mean of $\delta^2$ is $D^2/12$, so the second term gives $(D^2/24)\,d^2\chi_s/d\omega^2$. Weighted with a smooth $S$, the first term sums to $-(D^2/12)\int\partial_w(S\,\partial_wK)\,dw$, which vanishes if $S$ is zero at both ends.

In this regime nearest-node binning has half the bias. A test continuum $S=w^2(2-w)^2$ between 0 and 2 Ha, represented by 40000 transitions, shows this with $D=0.02$ Ha and $\eta=0.06$ Ha: the largest biases between 0.3 and 1.7 Ha are $4.0\times10^{-4}$ and $2.0\times10^{-4}$, in the units of that model.

There is a second effect: the continuum has become a comb. For a locally constant $S$ the node weights are $SD$. The sum $\sum_j1/(z-jD)=(\pi/D)\cot(\pi z/D)$ then gives

$$-\mathrm{Im}\chi_s\approx\pi S\,\frac{\sinh(2\pi\eta/D)}{\cosh(2\pi\eta/D)-\cos(2\pi\omega/D)} .$$

The cosine is $1$ at a node and $-1$ at a midpoint. The difference between the two values, relative to the smooth value $\pi S$, is

$$\frac{\sinh u}{\cosh u-1}-\frac{\sinh u}{\cosh u+1}=\frac2{\sinh u},\qquad u=\frac{2\pi\eta}D .$$

In the same continuum, comparing 1.00 and 1.01 Ha after subtracting the unbinned response, this ripple is 17% for $\eta=D/2$ and 0.75% for $\eta=D$. A spacing well above the broadening thus prints the grid into the spectrum. The condition $D\le\eta$ suppresses the ripple, but the table shows that it is too weak for isolated lines.

## A crystal as an example

The crystal of the opening has period $a_0=5$ bohr, potential $2V\cos(2\pi x/a_0)$ with $V=0.15$ Ha, and one doubly filled band. The Hamiltonian is diagonalized in 13 plane waves at 2000 $k$ points. Each $k$ point has one filled and 12 empty bands, hence $2000\times12=24000$ transitions. We take $q=0.1\times2\pi/a_0=0.1257$ bohr$^{-1}$, $\eta=0.01$ Ha, and $G=-1,0,1$ in units of $2\pi/a_0$. The frequencies run from 0 to 1.5 Ha. The nodes are evenly spaced up to 2 Ha and in geometric progression from there to 40 Ha.

The lowest transition is at 0.306 Ha (8.34 eV), and the absorption peak of $\chi_{00}$, the element with $G=G'=0$, falls on the frequency point 0.3125 Ha; the frequency step is 0.0025 Ha, and a finer step puts the maximum near 0.3115 Ha. With $D=0.0025$ Ha the value at 0.3125 Ha changes from $-0.0819-0.3125i$ to $-0.0825-0.3116i$ (Ha bohr)$^{-1}$. At 0.6 and 1.0 Ha no change shows in six decimals. The largest errors of $\chi_{00}$, relative to its largest magnitude, are:

| $D$ (Ha) | nodes | linear | nearest |
|---|---|---|---|
| 0.01 | 301 | 5.3% | 7.3% |
| 0.005 | 601 | 2.2% | 3.3% |
| 0.0025 | 1201 | 0.48% | 1.5% |
| 0.00125 | 2401 | 0.12% | 0.35% |

From 0.005 to 0.00125 Ha the linear error falls by a factor of 18, close to the 16 of a second-order law. The first halving gains only a factor of 2.4: at $D=\eta$ the error still depends strongly on where the absorption edge lies between two nodes.

On this grid nearest-node binning is worse although the mesh is dense. It is also worse on average when the nodes are shifted against the edge, though for some shifts it is better. The halved bias was derived for a smooth $S$. In one dimension a quadratic minimum of the transition energy as a function of $k$ produces an inverse-square-root edge in $S$. The weight within $D$ of the edge scales as $\sqrt D$, and nearest-node binning moves it by up to $D/2$. The first-order errors then no longer cancel and leave a term of order $D^{3/2}$ at fixed $\eta$. Linear sharing has no first-order error and stays at order $D^2$. The size of the nearest-node term depends on where the edge lies between two nodes, so the nearest-node errors in the table do not fall by a regular factor, and a few spacings on one grid cannot establish the power. This ranking belongs to the one-dimensional edge. In three dimensions the edge rises as a square root, the weight within $D$ of it scales as $D^{3/2}$, the uncancelled term is of order $D^{5/2}$, and on a dense mesh nearest-node binning keeps about half the bias. Linear sharing is then preferred for its exact first moment and for sparse meshes.

With 20 $k$ points there are 240 transitions and little averaging. At $D=0.0025$ Ha the largest error is 0.52% for linear sharing and 4.7% for nearest-node binning. The latter also changes the f-sum by a relative $1.3\times10^{-4}$.

The static response has an error of known sign. At $\omega=0$, $-K=2w/(w^2+\eta^2)$, whose second derivative is $4w(w^2-3\eta^2)/(w^2+\eta^2)^3$. For bins above $\sqrt3\,\eta$ this is positive, the interpolating chord lies above the curve, and linear sharing overestimates the magnitude of every diagonal element with weight inside the bins. For $w\gg\eta$ the averaged relative error of a transition is $(D^2/12)(2/w^2)=D^2/(6w^2)$. At the lowest transition this is $0.0025^2/(6\times0.306^2)=1.1\times10^{-5}$; the calculated overestimate of $\chi_{00}$ is $0.9\times10^{-5}$.

## Where the grid must end

The mean density is $2/5=0.4$ bohr$^{-1}$, so for $G=G'=0$ the f-sum is $0.4\times0.12566^2=0.00632$ Ha/bohr. For $G=G'=1$ the momentum is $1.1\times2\pi/5=1.382$ bohr$^{-1}$, and the f-sum is $0.4\times1.382^2=0.764$ Ha/bohr. The transitions and the nodes reproduce both values.

Discarding all transitions above 1.5 Ha, the end of the plotted window, loses 0.42% of the first and 42% of the second. A free electron with momentum $k$ needs the energy $Q^2/2+kQ$ to absorb $Q$. For $Q=1.382$ and $k$ up to $\pi/a_0=0.628$ bohr$^{-1}$ this reaches 1.8 Ha, beyond the cut. The crystal potential moves part of the weight to still higher energies. Transitions above the cut also contribute to the real part at low frequency. The grid should therefore cover all transitions with appreciable weight, whatever window is plotted. The highest transition supplied, here 33.8 Ha, is set by the number of plane waves; transitions above 8 Ha carry less than $10^{-5}$ of either f-sum. Reaching the top is the simple choice and keeps the f-sum of the supplied transitions exactly.

Coarse bins suffice far above the window. For $\omega<a$ the resonant error of a transition, relative to its own resonant term, is at most $D^2/[4(a-\omega)^2]$. The spacing may grow with the distance from the window, and the f-sum is preserved all the same.

## What the grid costs

Count the multiplications by a kernel value or by a sharing fraction, each with its addition, per matrix element. For $N_t$ transitions, $N_\omega$ frequencies and $N_b$ nodes,

$$C_{\rm direct}=N_tN_\omega,\qquad C_{\rm binned}=2N_t+N_bN_\omega .$$

Here these are $24000\times601=1.44\times10^7$ and $48000+1201\times601=7.7\times10^5$, a ratio of 18.7. The measured gain is 12.6; the count leaves out memory traffic and the overhead of each call. When $N_t\gg N_bN_\omega$ the gain approaches $N_\omega/2$. Binning pays if $N_t>N_bN_\omega/(N_\omega-2)$, which for many frequencies means more transitions than nodes. The mesh with 240 transitions is cheaper to sum directly. Binning must also store $N_b$ matrices.

On a uniform grid $w_j=jD$, $j=0,\dots,J$, set $S_{-j}=-S_j$ and drop the node at zero, where $K=0$. Then

$$\chi_s(iD)=\sum_{j=-J}^{J}\frac{S_j}{(i-j)D+i_0\eta},\qquad i_0=\sqrt{-1},$$

with $i$ an integer here. This is a convolution, which a fast Fourier transform evaluates in about $N_b\log N_b$ operations. The price is a fine spacing all the way to the highest transition that is kept.

## Choosing the values

Set $\eta$ first, from the resolution wanted and the $k$ mesh: if $\eta$ is well below the distance between neighbouring transitions, the spectrum shows separate lines of the mesh, which no node spacing can cure. Then take $D$ between $\eta/5$ and $\eta/4$ inside the window, use linear sharing, and let the grid cover every transition with appreciable weight, most simply by coarse bins up to the highest one.

Next halve $D$. For a dense spectrum in the second-order regime the error drops to about a quarter, so the observed change is about three quarters of the error at the larger spacing. For a single line, halving $D$ also changes its position within the bin. At small $D/\eta$ its error then drops to about half or less, so the error at the larger spacing is at most about twice the observed change. Judge this on the spectrum, because the f-sum is blind to it: at $D=0.01$ Ha the f-sum is preserved while the spectrum is wrong by 5%.

The final check belongs to the interacting response $\chi$, which obeys $\chi^{-1}=\chi_s^{-1}-f$, with $f$ the sum of the Coulomb and exchange-correlation kernels. Varying both sides at fixed $f$ gives

$$\delta\chi=\chi\chi_s^{-1}\,\delta\chi_s\,\chi_s^{-1}\chi .$$

For a scalar response the absolute binning error is thus multiplied by $|\chi/\chi_s|^2$ and the relative error by $|\chi/\chi_s|$. Where the interaction makes $\chi$ much larger than $\chi_s$, as near a collective resonance, the convergence in $D$ should be checked on $\chi$ itself. The amplified error need not be large, because a resonance far from sharp structure in $S$ sits where $\delta\chi_s$ is small. In the model crystal a constant kernel that puts a resonance of the $G=G'=0$ response near 1.0 Ha gives $|\chi/\chi_s|\approx9$ and raises the relative error there from $5\times10^{-6}$ to $4\times10^{-5}$.
